\section*{Return Probability of a Silicon Donor Electron Starting in One Valley}

\section*{Question}

The conduction band of silicon has six equivalent minima, called valleys, on the $\pm x$, $\pm y$ and $\pm z$ axes of wavevector space. A shallow substitutional donor therefore has six 1s-like orbital states $|1\rangle,\dots,|6\rangle$, one built from each valley. Treat them as orthonormal and leave out spin and all other orbitals. Choose their phases so that the valley Bloch functions agree at the donor site.

The potential close to the donor core, called the central cell, transfers the electron between valleys. Assume at first that every pair of valleys has the same real coupling:
\begin{equation}
H_{jj}=e_0,\qquad H_{jk}=-D\quad(j\ne k),\qquad D\neq0 .
\end{equation}
At $t=0$ the electron is in $|1\rangle$. It then evolves without relaxation. Its return probability is $P(t)=|\langle1|e^{-iHt/\hbar}|1\rangle|^2$.

\section*{Part (a): the energy levels}

Find the energies and their degeneracies. Which level is lowest?

\subsection*{Model answer}

Let $J$ be the $6\times6$ matrix whose elements are all 1. The matrix $-DJ$ gives the required off-diagonal elements but also puts $-D$ on the diagonal. Adding $D$ there corrects this:
\begin{equation}
H=(e_0+D)I-DJ .
\end{equation}
Each element of $J^2$ is a sum of six ones, so $J^2=6J$. An eigenvalue $\lambda$ of $J$ thus obeys $\lambda^2=6\lambda$ and is 0 or 6. The trace of $J$ is 6, so the eigenvalue 6 occurs once and 0 occurs five times. The state with eigenvalue 6 is the symmetric singlet
\begin{equation}
|S\rangle=\frac1{\sqrt6}\sum_{j=1}^{6}|j\rangle .
\end{equation}
The other five states, whose valley amplitudes sum to zero, form the quintet. The energies are
\begin{align}
E_S&=e_0+D-6D=e_0-5D,\\
E_Q&=e_0+D,\qquad E_Q-E_S=6D .
\end{align}
For $D>0$, the singlet is lowest. In this phase convention, an attractive contact potential at the donor site gives this sign; for a potential of finite range, attraction alone does not fix it. For $D<0$ the quintet is lowest.

\section*{Part (b): the return probability}

Show that $P(t)$ oscillates at the singlet--quintet frequency and never falls below $4/9$.

\subsection*{Model answer}

The projector onto the singlet is $|S\rangle\langle S|=J/6$, and the projector onto the quintet is $I-J/6$. Their first diagonal elements are the weights of the starting state in the two levels:
\begin{equation}
\langle1|J/6|1\rangle=\frac16,\qquad
\langle1|(I-J/6)|1\rangle=\frac56 .
\end{equation}
Each level contributes its weight times its phase factor, so the return amplitude is
\begin{equation}
A(t)=\frac16e^{-iE_St/\hbar}+\frac56e^{-iE_Qt/\hbar}.
\end{equation}
In $P=|A|^2$, the two cross terms add to twice the product of the weights times the cosine of the phase difference:
\begin{align}
P(t)&=\frac1{36}+\frac{25}{36}+2\cdot\frac16\cdot\frac56
       \cos\frac{(E_Q-E_S)t}{\hbar}\\
&=\frac{13}{18}+\frac5{18}\cos\frac{6Dt}{\hbar}.
\end{align}
Substituting $\cos2x=1-2\sin^2x$ with $x=3Dt/\hbar$ gives
\begin{equation}
P(t)=1-\frac59\sin^2\frac{3Dt}{\hbar}.
\label{eq:return}
\end{equation}
The frequency in cycles per unit time is
\begin{equation}
f=\frac{|E_Q-E_S|}{h}=\frac{6|D|}{h}.
\end{equation}
Since $\sin^2x\le1$, $P\ge1-5/9=4/9$. Equality occurs at odd multiples of half a period. There the singlet and quintet amplitudes have opposite signs, but the smaller cannot cancel the larger: $(5/6-1/6)^2=4/9$. The sign of $D$ does not matter because the cosine is even.

\section*{Part (c): the other valleys, and germanium}

Find the population of each other valley and the time average of $P$. Check the short-time limit. Then find the minimum for $N$ equally coupled valleys and apply it to a substitutional donor in germanium, which has four valleys.

\subsection*{Model answer}

For $k\ne1$, the singlet projector has element $1/6$ between $|k\rangle$ and $|1\rangle$, and the quintet projector has element $-1/6$. Therefore
\begin{align}
P_k(t)&=\frac1{36}\left|e^{-iE_St/\hbar}-e^{-iE_Qt/\hbar}\right|^2\\
&=\frac1{36}\,4\sin^2\frac{3Dt}{\hbar}
=\frac19\sin^2\frac{3Dt}{\hbar}.
\end{align}
The second line uses $|e^{-ia}-e^{-ib}|^2=4\sin^2[(a-b)/2]$. The five populations add to $(5/9)\sin^2(3Dt/\hbar)$, which is what the first valley has lost. The average of $\cos(6Dt/\hbar)$ over a period is zero, so the average of $P$ is $13/18$.

At short times $\sin x\simeq x$, and Eq.~(\ref{eq:return}) becomes
\begin{equation}
P(t)\simeq1-\frac59\left(\frac{3Dt}{\hbar}\right)^2
=1-\frac{5D^2t^2}{\hbar^2}.
\end{equation}
This is the expected loss through five couplings, each contributing $(Dt/\hbar)^2$.

For $N$ valleys, $J^2=NJ$. The symmetric state has weight $1/N$, the remaining level has weight $(N-1)/N$, and the gap is $ND$. When the phases are opposite,
\begin{equation}
P_{\min}=\left(\frac{N-1}{N}-\frac1N\right)^2
=\left(1-\frac2N\right)^2 .
\end{equation}
Two valleys allow complete transfer, while four give $P_{\min}=1/4$. In germanium, the tetrahedral symmetry of the donor site maps any pair of the four valleys onto any other pair. Equal coupling then follows from symmetry when spin is left out. In silicon it is an extra assumption, as part (e) shows.

\section*{Part (d): a phosphorus-like donor}

Take $D=2.00$ meV. Find the frequency, the period and the first time at which $P$ is smallest. Compare the parameters with phosphorus in silicon.

\subsection*{Model answer}

The gap is $6D=12.0$ meV. With $h=4.136$ meV\,ps,
\begin{align}
T&=\frac{4.136}{12.0}\ \text{ps}=0.345\ \text{ps},\\
f&=\frac1T=2.90\ \text{THz}.
\end{align}
The first minimum is at $T/2=0.172$ ps. The starting valley then holds $0.444$ of the probability, and each other valley holds $0.111$.

For phosphorus in silicon the singlet is the ground level, and the other 1s levels lie roughly 12 and 13 meV above it. The chosen gap is thus of the right size, but the real upper level is split. The example also assumes that the electron can be placed in one valley in a time much shorter than $0.345$ ps. An electron in the donor ground state is instead spread equally over all six valleys.

\section*{Part (e): unequal couplings}

Tetrahedral symmetry allows a coupling $-D_g$ between opposite valleys and a different coupling $-D_f$ between valleys on perpendicular axes. Find the levels and decide whether the bound of part (b) survives. Use gaps of 12.0 and 13.0 meV for the triplet and doublet.

\subsection*{Model answer}

Each valley has one opposite partner and four perpendicular ones. There are three kinds of eigenstate.

The symmetric state, A$_1$, receives all five couplings with the same sign. A state with amplitudes $(1,-1)$ on one axis and zero elsewhere receives $+D_g$ from its partner, and its perpendicular couplings cancel. There are three such states, forming T$_2$. The remaining two states, forming E, have equal amplitudes $c_x,c_y,c_z$ on the two valleys of each axis, with $c_x+c_y+c_z=0$. On the $x$ axis the perpendicular term is $-2D_f(c_y+c_z)=2D_fc_x$, and similarly for the other axes. Hence
\begin{align}
E_{A_1}&=e_0-D_g-4D_f,\\
E_{T_2}&=e_0+D_g,\\
E_E&=e_0-D_g+2D_f .
\end{align}
The two gaps are $E_{T_2}-E_{A_1}=2D_g+4D_f$ and $E_E-E_{A_1}=6D_f$. The given values require $D_f=13.0/6=2.17$ meV and $D_g=(12.0-4D_f)/2=1.67$ meV.

The starting valley has weight $1/6$ in A$_1$. Its overlap with the normalized T$_2$ state on its own axis is $1/\sqrt2$, so its T$_2$ weight is $1/2$. The remainder, $1-1/6-1/2=1/3$, belongs to E. Let $\omega_T$ and $\omega_E$ be the two gaps divided by $\hbar$. Apart from an overall phase,
\begin{equation}
A(t)=\frac16+\frac12e^{-i\omega_Tt}+\frac13e^{-i\omega_Et}.
\end{equation}
The T$_2$ and E terms together have squared modulus
\begin{equation}
m^2=\frac14+\frac19+\frac13\cos[(\omega_E-\omega_T)t].
\end{equation}
At first $m=5/6$, as for the unsplit quintet. When T$_2$ and E are in opposite phase, $m=1/2-1/3=1/6$, which equals the singlet weight. Complete cancellation has become possible. For example, if $\omega_E=2\omega_T$, then at $t=\pi/\omega_T$
\begin{equation}
A=\frac16-\frac12+\frac13=0 .
\end{equation}
The bound $4/9$ therefore does not survive in general.

For the given gaps, T$_2$ and E dephase with a beat period of $4.136/1.0=4.14$ ps. Propagating the six-state Hamiltonian numerically in steps of $0.0005$ ps gives a first minimum of $0.436$, which is 2\% below $4/9$. Within half a beat, the lowest value found is $0.0016$, at $1.87$ ps. The equal-coupling value of $P$ is thus within $0.06$ of the split-level value during the first oscillation, but the difference reaches $0.22$ in the second and $0.44$ in the third.

\section*{Part (f): relaxation and temperature}

Return to equal couplings with $D>0$. Let every quintet state decay independently to the singlet at rate $\Gamma$, with no upward transitions and no other dephasing. Find $P(t)$. Evaluate it at the first half-period for an assumed lifetime $1/\Gamma=10$ ps, and judge the neglect of upward transitions at 4 K and 77 K.

\subsection*{Model answer}

Write $|1\rangle=\sqrt{1/6}\,|S\rangle+\sqrt{5/6}\,|q\rangle$, where $|q\rangle$ is the normalized quintet part. The population of $|q\rangle$ decays at rate $\Gamma$, and its coherence with the singlet decays at $\Gamma/2$. The lost population enters the singlet. The density matrix elements are
\begin{align}
\rho_{qq}&=\frac56e^{-\Gamma t},\qquad
\rho_{SS}=1-\frac56e^{-\Gamma t},\\
\rho_{Sq}&=\frac{\sqrt5}{6}e^{-\Gamma t/2}e^{6iDt/\hbar}.
\end{align}
Projecting back onto $|1\rangle$ gives
\begin{align}
P&=\frac16\rho_{SS}+\frac56\rho_{qq}
 +2\frac{\sqrt5}{6}\,\mathrm{Re}\,\rho_{Sq}\\
&=\frac16+\left(\frac{25}{36}-\frac5{36}\right)e^{-\Gamma t}
 +\frac{10}{36}e^{-\Gamma t/2}\cos\frac{6Dt}{\hbar}\\
&=\frac16+\frac59e^{-\Gamma t}
 +\frac5{18}e^{-\Gamma t/2}\cos\frac{6Dt}{\hbar}.
\end{align}
At $t=0.172$ ps, $\Gamma t=0.0172$. The three terms are $0.1667+0.5461-0.2754=0.437$, which is 1.6\% below $4/9$. At late times $P$ tends to $1/6$, the share of one valley in the singlet. The floor therefore also requires times short compared with the relaxation time.

Upward transitions require phonons of energy $6D$. Their thermal number is $n=1/(e^{6D/k_BT}-1)$. At 4 K, $k_BT=0.345$ meV and $n\simeq8\times10^{-16}$, so the neglect is justified. At 77 K, $k_BT=6.64$ meV and $n=0.20$. With an upward rate $n\Gamma$ into each quintet state and a downward rate $(n+1)\Gamma$, $P$ at the first half-period changes only from $0.437$ to $0.438$, and the late-time limit stays $1/6$. The oscillation is damped faster, however: after ten periods $P$ is $0.73$ instead of $0.79$. Upward transitions should thus be included for times of the order of the lifetime.

\section*{Part (g): higher orbitals and valley overlap}

Estimate the mixing with 2s states, using hydrogenic orbitals, a contact central-cell potential and a 1s binding energy $B=31$ meV before that potential acts. Then estimate the overlap of opposite valley states. Use the envelope $\exp[-\sqrt{\rho^2/a^2+z^2/b^2}]$ with $a=2.5$ nm and $b=1.4$ nm, where $z$ is along the valley axis and $\rho$ is the distance from it. Take a lattice constant $a_0=0.543$ nm and valleys at $0.85\,(2\pi/a_0)$. These are rough silicon values.

\subsection*{Model answer}

A contact potential couples orbitals in proportion to their amplitudes at the donor. In units of the Bohr radius, the functions $e^{-r}$ and $(1-r/2)e^{-r/2}$ both equal 1 at the origin. Their radial norms are
\begin{align}
\int_0^\infty r^2e^{-2r}\,dr&=\frac14,\\
\int_0^\infty r^2\left(1-\frac r2\right)^2e^{-r}\,dr&=2-6+6=2 .
\end{align}
After normalization, the squared 2s-to-1s amplitude ratio is $(1/4)/2=1/8$. The singlet coupling between the shells has magnitude $V=6D/\sqrt8=4.24$ meV. The contact potential also shifts the singlets by $-6D$ and $-6D/8$, so their separation before mixing is
\begin{equation}
\delta=\frac34B+6D\left(1-\frac18\right)=33.75\ \text{meV}.
\end{equation}
Two-level mixing acts on the singlet weight $1/6$. The largest 2s population is
\begin{equation}
\frac16\,\frac{4V^2}{\delta^2+4V^2}=0.010 .
\end{equation}
The mixing lowers the 1s singlet by $(\sqrt{\delta^2+4V^2}-\delta)/2=0.53$ meV. The gap and frequency rise by about 4\% from the 2s states alone, and by about 7\% from all bound s states. This is not the full correction, because the s continuum, left out here, dominates for a short-range potential. A Gaussian cell $e^{-r^2/R^2}$ with the same first-order 1s shift of 12 meV gives a gap of about 18 meV for $R$ equal to half a Bohr radius and 39 meV for one fifth, and the gap grows without limit as $R\to0$. The coupling $D$ should therefore be read as a parameter fitted to the observed gap. The quintet does not mix, because its valley amplitudes sum to zero. Its contribution to $A$ keeps modulus $5/6$, while that of the singlet is at most $1/6$. This correction alone therefore leaves the lower bound $4/9$ intact.

For the overlap, opposite valleys are separated by $1.70\,(2\pi/a_0)$. A reciprocal-lattice vector of length $2\,(2\pi/a_0)$ reduces the mismatch to $q=0.30\,(2\pi/a_0)=3.47$ nm$^{-1}$. Scaling $\rho$ by $a$ and $z$ by $b$ makes the envelope spherical. With $k=qb$, the angular average of the phase factor is $\sin(ks)/(ks)$, and the normalized envelope factor is
\begin{align}
F&=4\int_0^\infty s^2e^{-2s}\frac{\sin ks}{ks}\,ds
=\frac4k\,\mathrm{Im}\frac1{(2-ik)^2}\\
&=\frac{16}{(4+k^2)^2}
=\frac1{[1+(qb/2)^2]^2}=0.021 .
\end{align}
A Bloch-function coefficient of modulus at most 1 multiplies this factor. For this component, treating opposite valley states as orthogonal is thus an approximation at the level of 2\% in amplitude or better. A small overlap does not mean a small coupling: for a Coulomb potential screened by a dielectric constant of 11.7, the envelope factor of the same component is about 6 meV, which, multiplied by the same Bloch-function coefficient, can contribute appreciably to $D_g$. The unequal radii $a$ and $b$ reflect the anisotropic mass. They do not split the valley energies, because the crystal symmetry maps the six valleys onto one another.

Numerical values quoted here were computed with a short program.
